# Electrons at a sharp p-n step in gapless bilayer graphene

A contact or gate that dopes part of a bilayer graphene sheet p-type, beside an n-type region, creates a p-n step. This problem asks how much of an electron wave crosses it.

The step lies along $y$. The potential energy is $V=0$ for $x<0$ and $V=V_0$ for $x>0$, the same on all atoms of a region, and $0<E<V_0$. The step is sharp compared with the electron wavelength but smooth on the atomic scale, so the valleys do not mix. Motion is ballistic, without interactions. The wave number $q=k_y$ is conserved. We write

$$\pi=p_x+ip_y,\qquad k_1^2=\frac{2mE}{\hbar^2},\qquad k_2^2=\frac{2m(V_0-E)}{\hbar^2}.$$

The example uses rough typical parameters: velocity $v=10^6$ m/s, interlayer coupling $\gamma_1=0.38$ eV, $E=20$ meV and $V_0=60$ meV. Most of the computed values are collected in the numerical output after the text.

## (a) The two-band model

**Question.** In one valley the amplitudes on the four sites of the cell obey, with $\mathcal E=E-V$,

$$\mathcal E A_1=v\pi^\dagger B_1,\quad \mathcal E B_1=v\pi A_1+\gamma_1A_2,$$
$$\mathcal E A_2=\gamma_1B_1+v\pi^\dagger B_2,\quad \mathcal E B_2=v\pi A_2.$$

Reduce them to two equations for $|\mathcal E|\ll\gamma_1$. Find the mass and the conditions at the step.

**Solution.** In the two middle equations, $\mathcal E B_1$ and $\mathcal E A_2$ are small beside the $\gamma_1$ terms. Dropping them gives

$$A_2=-\frac{v\pi A_1}{\gamma_1},\qquad B_1=-\frac{v\pi^\dagger B_2}{\gamma_1}.$$

Insertion into the outer equations gives, for $\psi=(A_1,B_2)$,

$$H=-\frac1{2m}\begin{pmatrix}0&(\pi^\dagger)^2\\ \pi^2&0\end{pmatrix}+V(x),\qquad m=\frac{\gamma_1}{2v^2}.$$

For constant $V$ the square of the matrix term is $(p^2/2m)^2$, so $E-V=\pm\hbar^2k^2/2m$: two parabolic bands that touch.

The four-site equations are of first order, so all four amplitudes are continuous at a finite step. Continuity of $A_2$ and $B_1$ then means continuity of $\pi A_1$ and $\pi^\dagger B_2$. Hence $\psi$ and $\partial_x\psi$ are both continuous.

In the example $m=0.0334$ electron masses and $\hbar^2/2m=1.1401$ eV nm². Therefore $k_1=\sqrt{0.020/1.1401}=0.1324$ nm⁻¹ and $k_2=\sqrt{0.040/1.1401}=0.1873$ nm⁻¹. The wavelength on the left is $2\pi/k_1=47.4$ nm.

## (b) Normal incidence

**Question.** Set $q=0$. Find a conserved quantity besides the energy, and use it to obtain the transmission $T$.

**Solution.** Now $\pi=\pi^\dagger=p_x$, and

$$H=-\frac{p_x^2}{2m}\sigma_x+V(x),$$

where $\sigma_x$ exchanges the two components. $H$ commutes with $\sigma_x$, so the sectors $\sigma_x=\pm1$ evolve separately. For $\sigma_x=-1$ the kinetic energy is $+p_x^2/2m$: this is the electron band. For $\sigma_x=+1$ it is $-p_x^2/2m$: this is the hole band.

The incoming electron has $\psi=f(x)(1,-1)$, with

$$-\frac{\hbar^2}{2m}f''+Vf=Ef .$$

On the right $E-V_0<0$, so $f''=k_2^2f$ and the bounded solution is $\tau e^{-k_2x}$. On the left $f=e^{ik_1x}+re^{-ik_1x}$. Continuity of $f$ and $f'$ gives

$$1+r=\tau,\qquad ik_1(1-r)=-k_2\tau .$$

Eliminating $\tau$ gives $ik_1+k_2=r(ik_1-k_2)$, or

$$r=\frac{k_1-ik_2}{k_1+ik_2},\qquad |r|=1 .$$

Could the hole sector carry current away? Its solution without an incoming wave is $ae^{k_1x}$ on the left and $be^{-ik_2x}$ on the right. Matching requires $a=b$ and $k_1a=-ik_2b$, hence $a=b=0$. Therefore

$$T=0\qquad(q=0).$$

This is anti-Klein reflection. Hole states are available at the same energy, but they are orthogonal to the electron in the conserved two-component structure. The electron meets an ordinary barrier in its own sector and enters it to an amplitude depth $1/k_2=5.34$ nm.

## (c) Other profiles, and a p region of finite length

**Question.** Does the result depend on the sharpness of the step? What happens if the p region ends after a length $D$?

**Solution.** Let $V(x)$ be any bounded real profile that equals $V_0$ beyond some point. At $q=0$ the sectors still separate, and $f$ obeys a real equation. Its decaying solution on the right is real up to a constant factor, and stays so when continued to the left. The current, proportional to $\mathrm{Im}(f^*f')$, vanishes everywhere. Sharpness is not needed for $T=0$. A numerical solution for a 20 nm linear ramp and for a non-monotonic profile gave zero to rounding error.

For a rectangular p region of length $D$ between n regions, put $f=\tau$ and $f'=ik_1\tau$ at the far edge, the constant phase being absorbed in $\tau$. Going back through the barrier,

$$f(0)=\tau\left(\cosh k_2D-\frac{ik_1}{k_2}\sinh k_2D\right),$$
$$f'(0)=\tau(ik_1\cosh k_2D-k_2\sinh k_2D).$$

The incoming amplitude is $\tfrac12[f(0)+f'(0)/(ik_1)]$, which equals

$$\tau\left[\cosh k_2D+i\,\frac{k_2^2-k_1^2}{2k_1k_2}\sinh k_2D\right].$$

With $\cosh^2=1+\sinh^2$, its squared modulus divided by $|\tau|^2$ gives

$$T=\left[1+\left(\frac{k_1^2+k_2^2}{2k_1k_2}\right)^2\sinh^2k_2D\right]^{-1}.$$

In the example the two-band model gives $T=0.081$ for $D=10$ nm and $4.7\times10^{-5}$ for $D=30$ nm. The four-site equations of part (a) give 0.093 and $8.1\times10^{-5}$: a small error in the decay constant grows with the length. The zero thus belongs to a half-infinite p region; a finite one transmits by tunnelling.

## (d) Waves at oblique incidence

**Question.** For $q\ne0$, find the modes on both sides and a bilinear form that is independent of $x$.

**Solution.** Since $\pi=-i\hbar(\partial_x-q)$ and $\pi^\dagger=-i\hbar(\partial_x+q)$, the equations are

$$(\partial_x+q)^2\psi_2=\varepsilon\psi_1,\qquad(\partial_x-q)^2\psi_1=\varepsilon\psi_2,$$

with $\varepsilon=k_1^2$ on the left and $-k_2^2$ on the right. A mode $(1,c)e^{\lambda x}$ requires

$$(\lambda^2-q^2)^2=\varepsilon^2,\qquad c=\frac{(\lambda-q)^2}{\varepsilon}.$$

Let $p_j=\sqrt{k_j^2-q^2}$, $\kappa_j=\sqrt{k_j^2+q^2}$ and $q=k_1\sin\varphi=k_2\sin\theta$. We need four modes:

- $L$, incoming electron: $\lambda=ip_1$, $c=-e^{2i\varphi}$.
- $G$, evanescent on the left: $\lambda=\kappa_1$, $c=(\kappa_1-q)^2/k_1^2$.
- $R$, outgoing hole: $\lambda=-ip_2$, $c=e^{-2i\theta}$.
- $S$, evanescent on the right: $\lambda=-\kappa_2$, $c=-(\kappa_2+q)^2/k_2^2$.

The sign in $R$ follows from the hole velocity $-\hbar k_x/m$, which is opposite to $k_x$. The reflected electron $L^-$ has $\lambda=-ip_1$. If $k_2<|q|<k_1$, no running hole exists and reflection is total; below we take $|q|<k_2$.

For two solutions $\chi,\psi$ at the same $E$ and $q$, define

$$W(\chi,\psi)=\chi_1^*\psi_2'-\chi_1^{*\prime}\psi_2+\chi_2^*\psi_1'-\chi_2^{*\prime}\psi_1+2q(\chi_1^*\psi_2-\chi_2^*\psi_1).$$

Its derivative is

$$\chi_1^*(\psi_2''+2q\psi_2')-(\chi_1''-2q\chi_1')^*\psi_2+\chi_2^*(\psi_1''-2q\psi_1')-(\chi_2''+2q\chi_2')^*\psi_1 .$$

The wave equations turn the brackets into $\varepsilon\psi_1-q^2\psi_2$, $\varepsilon\chi_2^*-q^2\chi_1^*$, $\varepsilon\psi_2-q^2\psi_1$ and $\varepsilon\chi_1^*-q^2\chi_2^*$. All terms cancel, so $W'=0$. For modes at $x=0$, with tildes for $\chi$,

$$W=(c+\tilde c^*)(\lambda-\tilde\lambda^*)+2q(c-\tilde c^*).$$

Two modes of the same region give a $W$ proportional to $e^{(\lambda+\tilde\lambda^*)x}$. As it must be constant, it vanishes unless $\lambda=-\tilde\lambda^*$. So $L$ is orthogonal to $L^-$ and $G$, while $G$ is orthogonal to $L$, $L^-$ and itself. For $L$ with itself,

$$W(L,L)=-4i(p_1\cos2\varphi+q\sin2\varphi)=-4ik_1\cos\varphi=-4ip_1 .$$

In the same way $W(R,R)=-4ip_2$ and $W(L^-,L^-)=+4ip_1$. Conservation of $W$ for the full wave then reads $p_1(1-|r|^2)=p_2|t|^2$. This is current conservation, and $T=|t|^2p_2/p_1$.

## (e) Transmission at oblique incidence

**Question.** Express $t$ through $W$, and find how $T$ starts from normal incidence.

**Solution.** At $x=0$ the waves and their derivatives match:

$$L+rL^-+aG=tR+bS .$$

Pairing with $L$ and then with $G$ removes $r$ and $a$:

$$W(L,L)=tW(L,R)+bW(L,S),\qquad0=tW(G,R)+bW(G,S).$$

Eliminating $b$ gives

$$t=\frac{W(L,L)\,W(G,S)}{W(L,R)W(G,S)-W(L,S)W(G,R)} .$$

Now expand to first order in $q$. The evanescent ratios are $c_G\simeq1-2q/k_1$ and $c_S\simeq-1-2q/k_2$, so

$$W(G,S)\simeq2q\,\frac{(k_1+k_2)^2}{k_1k_2}-4q=2q\,\frac{k_1^2+k_2^2}{k_1k_2}.$$

At $q=0$, $W(L,R)=0$, $W(L,S)=2(k_2-ik_1)$ and $W(G,R)=-2i(k_2-ik_1)$. The denominator tends to $4i(k_2-ik_1)^2$, of modulus $4(k_1^2+k_2^2)$. Hence $|t|\simeq2|q|/k_2$ and

$$T\simeq\frac{4q^2}{k_1k_2}=4\sin^2\varphi\,\sqrt{\frac{E}{V_0-E}} .$$

Transmission thus grows quadratically from zero around normal incidence. At $5^\circ$ the law gives $4(0.0076)(0.707)=0.0215$, against 0.0209 from the full expression. At $10^\circ$ it gives 0.085 against 0.077. The full expression reaches 0.313 at $30^\circ$ and falls to 0.200 at $60^\circ$. It agreed with direct numerical mode matching to $10^{-15}$ in $T$ over four pairs of $E,V_0$ and six angles.

## (f) The symmetric step

**Question.** Find $T(\varphi)$ in closed form for $V_0=2E$, and its maximum.

**Solution.** Here $k_1=k_2$ and $\theta=\varphi$. Measure wave numbers in units of $k_1$, and put $s=\sin\varphi$, $n=\cos\varphi$, $s=\sinh\alpha$, $C=\cosh\alpha=\sqrt{1+s^2}$. Then $c_G=e^{-2\alpha}$, $c_S=-e^{2\alpha}$, and

$$W(G,S)=4C\sinh2\alpha-4s\cosh2\alpha=4\sinh\alpha=4s,$$
$$W(L,R)=4s\,e^{-2i\varphi},$$
$$W(L,S)=e^{2\alpha}(C-2s-in)+e^{-2i\varphi}(C+2s-in),$$
$$W(G,R)=-e^{-2i\varphi}(C-2s+in)-e^{-2\alpha}(C+2s+in).$$

The product of the last two contains these factors:

$$(C\mp2s)^2+n^2=2+4s^2\mp4Cs=2e^{\mp2\alpha},$$
$$(C-2s-in)(C+2s+in)=C^2-(2s+in)^2=2-4s^2-4isn=2e^{-2i\varphi},$$

and the complex conjugate of the second line. With their prefactors, each of the four terms equals $-2e^{-2i\varphi}$, so $W(L,S)W(G,R)=-8e^{-2i\varphi}$. Then

$$t=\frac{-16i\,ns}{(16s^2+8)e^{-2i\varphi}}=-\frac{2i\,sn\,e^{2i\varphi}}{1+2s^2},\qquad T=\frac{\sin^22\varphi}{(1+2\sin^2\varphi)^2}.$$

With $X=s^2$, $T=4X(1-X)/(1+2X)^2$. The numerator of its derivative is proportional to $(1-2X)(1+2X)-4X(1-X)=1-4X$. The maximum is at $X=1/4$, that is $\varphi=30^\circ$, where $T=1/3$. In the two-band model the symmetric step therefore reflects at least two thirds of the current at every angle. With $\gamma_1=0.38$ eV and $E=20$ meV, the four-band model raises the maximum of $T$ to 0.357.

## (g) What moves or removes the zero

**Question.** Examine the four-band model, an energy difference $u$ between the layers, and trigonal warping.

**Solution.** *Four bands.* At $q=0$ the equations of part (a) are unchanged by the exchange $A_1\leftrightarrow B_2$, $B_1\leftrightarrow A_2$. For parity $\sigma=\pm1$, the combinations $A_1+\sigma B_2$ and $B_1+\sigma A_2$ close on themselves, with

$$\mathcal E(\mathcal E-\sigma\gamma_1)=v^2p_x^2 .$$

An electron with $0<\mathcal E<\gamma_1$ runs for $\sigma=-1$. On the right $\mathcal E=-(V_0-E)$, and in this sector $v^2p_x^2=(V_0-E)(V_0-E-\gamma_1)$. This is negative, and $T=0$, until $V_0-E$ exceeds $\gamma_1$. With $E$ held at 20 meV, $T$ is zero at $V_0-E=0.35$ eV but 0.36 at 0.50 eV, where the split-off band carries current.

*Layer asymmetry.* Add $+u/2$ on layer 1 and $-u/2$ on layer 2, on both sides of the step. The term $(u/2)\sigma_z$ does not commute with $\sigma_x$. At $q=0$, with $\delta=mu/\hbar^2$,

$$\psi_2''=(\varepsilon-\delta)\psi_1,\qquad\psi_1''=(\varepsilon+\delta)\psi_2,\qquad c^2=\frac{\varepsilon-\delta}{\varepsilon+\delta}.$$

$W$ is still conserved, because the $\delta$ terms cancel in $W'$. To first order $c_G=1-\delta/k_1^2$ and $c_S=-1-\delta/k_2^2$, while $\lambda$ changes in second order. Adding the linear term in $q$ from part (e),

$$W(G,S)\simeq\frac{k_1^2+k_2^2}{k_1k_2}\left[2q+\delta\,\frac{k_1+k_2}{k_1k_2}\right].$$

To leading order the zero is therefore displaced, not lost: $T\simeq4(q-q_0)^2/(k_1k_2)$ with $q_0=-\delta(k_1+k_2)/(2k_1k_2)$. At normal incidence, with $E'=V_0-E$,

$$T(0)\simeq\frac{u^2}{4}\,\frac{(\sqrt E+\sqrt{E'})^2}{(EE')^{3/2}} .$$

For $u=10$ meV this gives 0.129; the four-band calculation gives 0.125, with the zero at $q=-0.207k_1$. In the other valley the Hamiltonian is $H(-\mathbf k)^*$. Complex conjugation reverses the scattering process, and a single channel transmits equally both ways, so that valley has its zero at $-q_0$. Where one valley is totally reflected, the other transmits 0.39.

*Trigonal warping.* A weak direct coupling of $A_1$ and $B_2$ adds $v_3e^{3i\beta}\pi$ to the upper off-diagonal element, $\beta$ being the crystal orientation. For $\beta=0$ and $q=0$ this is $v_3p_x\sigma_x$, which leaves $T=0$ as long as $E$ and $V_0-E$ both exceed $mv_3^2/2$, about 1 meV for $v_3=0.1v$. For $\beta=30^\circ$ the factor is $i$, the term is $-v_3p_x\sigma_y$, and $\sigma_x$ is no longer conserved. With $v_3=0.1v$ the four-band calculation gives $T(0)=0.117$ and a zero at $q=-0.199k_1$. With warping the velocity is in general not parallel to the wave vector: in this last case the electron with $q=0$ travels at 33° to the normal, on opposite sides in the two valleys. Here and below, normal incidence means $q=0$.

## (h) Resistance, temperature and real junctions

**Question.** Find the junction resistance times width for the example, and judge how well the zero would survive in a device.

**Solution.** With four spin and valley channels per $q$, the conductance per width is

$$\frac GW=\frac{4e^2}{h}\int_{-k_1}^{k_1}\frac{dq}{2\pi}\,T=\frac{4e^2}{h}\,\frac{k_1}{\pi}\,\langle T\rangle,\qquad\langle T\rangle=\int_0^{\pi/2}T\cos\varphi\,d\varphi .$$

For $T=1$ this gives the ballistic minimum, 153 Ω µm. In the two-band model the sharp step has $\langle T\rangle=0.197$, hence $153.1/0.1969=778$ Ω µm, about five times the minimum. In an uncollimated junction the oblique waves carry current despite the zero at normal incidence.

This resistance depends strongly on the model. Four bands without warping give 684 Ω µm. Adding warping with $v_3=0.1v$ lowers it to about 330 Ω µm for $\beta=0$ and 400 Ω µm for $\beta=30^\circ$, mainly because the mean transmission per channel rises, from 0.22 to 0.41 and 0.36. The two-band value should therefore not be taken as a prediction for a device.

At finite temperature some carriers lie outside $0<\text{energy}<V_0$. They are in the same band on both sides. At $q=0$, matching gives $\tau=2k_1/(k_1+k_2)$ and $T=4k_1k_2/(k_1+k_2)^2$, with $k_1,k_2$ taken at their own energy. Weighting with the derivative of the Fermi function, the chemical potential held at 20 meV, gives, in the two-band model, a mean normal transmission of $3\times10^{-11}$ at 10 K, 0.031 at 77 K and 0.41 at 300 K.

The chosen $v$, $\gamma_1$ and $v_3/v$ are of the usual size for bilayer graphene, and carrier energies of tens of meV are common in gated sheets. Real junctions are not sharp: electrostatics spreads them over a length set by the gate distance and screening. In the two-band model a 20 nm linear ramp changes the resistance from 778 to 723 Ω µm, by 7%, and leaves the normal zero in place. Wider ramps act the other way: in the four-band model without warping the resistance is 684 Ω µm for the sharp step, 649 for a 20 nm ramp, 734 for 50 nm and 764 for 80 nm. Four-band corrections also leave the normal zero in place, but at the $q$ that corresponds to $60^\circ$ in the two-band model they raise $T$ from 0.200 to 0.239. Unequal layers and warping do move the zero: with the values used in (g) and $\beta=30^\circ$, each of them raises $T(0)$ from zero to about 0.12 at a sharp step. On a 50 nm linear ramp the four-band values are larger, 0.37 for $u$ and 0.24 for warping. These figures take the same $u$ on both sides; with $u=+10$ meV on the left and $-10$ meV on the right, the effects partly cancel and $T(0)=0.018$ at the sharp step. Gates and a metal on one face generally act unequally on the layers, so $u$ should not be presumed small near a contact. Disorder, interactions and self-consistent screening are left out, and their effect is not estimated here.

Within this model, reflection at normal incidence is nearly total if $E$ and $V_0-E$ are both below $\gamma_1$ and above the warping energy $mv_3^2/2$, $k_BT$ is well below both $E$ and $V_0-E$, the p region is several times longer than the decay length (close to $1/k_2$ for $V_0-E\ll\gamma_1$, but much longer when $V_0-E$ is near $\gamma_1$), $|u|$ is much smaller than both $E$ and $V_0-E$, and the orientation has $\sin3\beta$ near zero. Low carrier energies make the demands on $u$ and $\beta$ stricter, and so do wider ramps for warping and for small $u$. For $u=10$ meV the trend reverses: the four-band $T(0)$ rises to 0.55 on a 120 nm ramp and falls to 0.05 on a 300 nm ramp, where the electron must tunnel through a long stretch of the gap opened by $u$. These two demands are not strictly necessary, since the shifts due to $u$ and to warping can cancel: for $\beta=30^\circ$ and $v_3=0.1v$ they do so in both valleys near $u=-10$ meV. A beam narrow in $q$ around zero would show the reflection most directly. A beam narrow in its direction of travel need not do so. In the four-band model with a sharp step, $v_3=0.1v$ and $\beta=0$, electrons travelling within 5° of the normal have a mean $T$ of 0.001 in one valley but 0.35 in the other, where they cover $|q|$ up to $0.7k_1$.

## Calculated quantities

```
velocity v (input): 1.00e+06 m/s
interlayer coupling gamma_1 (input): 0.38 eV
energy E, step V0 (inputs): 20, 60 meV
effective mass: 0.0334 electron masses
hbar^2/(2m): 1.1401 eV nm^2
k1, k2: 0.1324, 0.1873 1/nm
electron wavelength on the left: 47.4 nm
amplitude decay length 1/k2: 5.34 nm
spinor overlap electron-hole at q=0: 2.2e-17
T normal, sharp step: 5.3e-17
T normal, 20 nm ramp: -1.2e-18
T normal, non-monotonic profile: -1.7e-18
largest formula-solver difference in T: 1.0e-15
T / small-angle law at q = 0.01 k1: 0.99964
T at 5 deg, two-band; four-band at same q: 0.0209; 0.0226
T at 10 deg, two-band; four-band at same q: 0.0767; 0.0828
T at 20 deg, two-band; four-band at same q: 0.2221; 0.2412
T at 30 deg, two-band; four-band at same q: 0.3129; 0.3429
T at 45 deg, two-band; four-band at same q: 0.2985; 0.3357
T at 60 deg, two-band; four-band at same q: 0.2001; 0.2385
V0=2E: maximum T, angle: 0.3333, 30.00 deg
two-band limit, |T4-T2| at 25 deg, gamma_1 = 3.8, 38, 380 eV: 2.5e-03, 2.5e-04, 2.5e-05
four-band T normal, example: -6.9e-16
four-band T normal, V0-E = 0.35 eV: 2.6e-16
four-band T normal, V0-E = 0.50 eV: 0.3559
T normal, p region 10 nm long: 8.092e-02
T normal, p region 30 nm long: 4.678e-05
asymmetry u (input): 10 meV
T normal with u, four-band; small-u law: 0.1253; 0.1288
zero with u displaced to q/k1: -0.2069
T of other valley at that q: 0.3918
v3/v (input): 0.10
T normal with v3, orientation 0 deg: 5.0e-17
T normal with v3, orientation 30 deg: 0.1173
zero with v3 at 30 deg displaced to q/k1: -0.1985
angle-averaged T, sharp: 0.1969
  shift from 24 to 48 angles: 6.7e-16
angle-averaged T, 20 nm ramp: 0.2118
  shift from 80 to 160 slices: 3.1e-06
ballistic minimum resistance x width: 153.1 ohm um
sharp step resistance x width: 778 ohm um
20 nm ramp resistance x width: 723 ohm um
thermal mean T normal at 10 K: 2.746e-11
thermal mean T normal at 77 K: 3.130e-02
thermal mean T normal at 300 K: 4.141e-01
```
